# Geometrical magnetoresistance of the Corbino disc and the long Hall bar

## 1. Definitions and conventions

A uniform film of thickness $t$ lies in the $xy$ plane, in a magnetic field $\mathbf B=B\hat{\mathbf z}$. It holds $n$ carriers per volume, all of charge $q$ (with its sign) and isotropic mass $m$. The relaxation time $\tau$ is the same for all carriers. Define

$$\mu=\frac{|q|\tau}{m},\qquad s=\frac{qB\tau}{m},\qquad \sigma_0=\frac{nq^2\tau}{m}=n|q|\mu,\qquad \rho_0=\frac1{\sigma_0}.$$

Thus $|s|=\mu B$ for $B>0$, and $s$ is negative for electrons. Transport is steady, classical and linear in the electric field $\mathbf E$. Metal contacts are ideal: each is an equipotential and adds no resistance of its own.

A Corbino disc is a ring of film between an inner contact of radius $a$ and an outer contact of radius $b$. A Hall bar is a strip of width $W$ and length $L$ with current contacts at its ends and voltage probes along its sides. Two results will be derived in this model:

- The disc has $R(B)=R(0)\,[1+(\mu B)^2]$.
- The bar, read by probes far from the current contacts, has $R(B)=R(0)$.

The second result belongs to the limit of distant probes. A finite bar read at its current contacts keeps some growth. Section 6 finds it for a bar much longer than wide, where it is small at small $\mu B$.

## 2. The drift law

Between collisions a carrier obeys $m\,d\mathbf v/dt=q(\mathbf E+\mathbf v\times\mathbf B)$. A collision leaves it with a random velocity of zero mean. In a time $dt$ a fraction $dt/\tau$ of the carriers collides. Since $\tau$ is the same for all, these are a fair sample and carry the mean velocity $\mathbf u$ of the whole population, which is then lost. Hence

$$\frac{d\mathbf u}{dt}=\frac qm(\mathbf E+\mathbf u\times\mathbf B)-\frac{\mathbf u}\tau .$$

In the steady state the left side is zero. Multiplying by $nq\tau$ and using $\mathbf j=nq\mathbf u$ gives

$$\mathbf j=\sigma_0\mathbf E+\frac{q\tau}{m}\,\mathbf j\times\mathbf B .$$

With $\mathbf j\times\mathbf B=(j_yB,\,-j_xB)$ the components are $j_x=\sigma_0E_x+sj_y$ and $j_y=\sigma_0E_y-sj_x$. Solved for the field, they read

$$E_x=\rho_0(j_x-sj_y),\qquad E_y=\rho_0(j_y+sj_x). \tag{1}$$

To solve for the current instead, insert the second component into the first:

$$j_x=\sigma_0E_x+s(\sigma_0E_y-sj_x)\;\Rightarrow\; j_x=\frac{\sigma_0}{1+s^2}(E_x+sE_y).$$

Putting this into $j_y=\sigma_0E_y-sj_x$ gives

$$j_y=\frac{\sigma_0}{1+s^2}\left[(1+s^2)E_y-sE_x-s^2E_y\right]=\frac{\sigma_0}{1+s^2}(E_y-sE_x).$$

So $\sigma_{xx}=\sigma_0/(1+s^2)$ and $\sigma_{xy}=s\sigma_0/(1+s^2)=-\sigma_{yx}$. The diagonal conductivity falls with field, while the diagonal resistivity in (1) stays at $\rho_0$. The boundaries of the sample decide which of the two a resistance measurement sees.

The heat produced per volume follows from (1):

$$\mathbf j\cdot\mathbf E=\rho_0(j_x^2-sj_xj_y+j_y^2+sj_xj_y)=\rho_0 j^2. \tag{2}$$

The terms in $s$ cancel because the magnetic force does no work. A magnetic field can therefore raise the resistance at fixed total current only by changing the pattern of the current.

## 3. The long Hall bar

Let the current flow along $x$, with free edges at $y=0$ and $y=W$. Far from the contacts nothing depends on $x$. Charge conservation then reduces to $\partial_yj_y=0$. No current crosses the edges, so $j_y=0$ throughout this region. A steady field also has $\partial_xE_y-\partial_yE_x=0$, hence $\partial_yE_x=0$, and $j_x$ is uniform. Equation (1) becomes

$$E_x=\rho_0j_x,\qquad E_y=\rho_0sj_x=\frac{m}{nq^2\tau}\,\frac{qB\tau}{m}\,j_x=\frac{B}{nq}\,j_x .$$

Two probes a distance $d$ apart on the same edge measure

$$R=\frac{\rho_0d}{Wt},$$

which does not contain $B$. Within this model the result holds for any $\mu B$, not just for small values.

The mean magnetic force along $y$ is $-qu_xB$. The Hall field exerts the force $qE_y=Bj_x/n=qu_xB$, and the two cancel. The field comes from charge that collects at the free edges until the sideways current stops. Across the full width it gives a Hall voltage of size $IB/(n|q|t)$ for a total current $I$.

## 4. The Corbino disc

Use polar coordinates $(r,\theta)$. The directions $(r,\theta,z)$ are right-handed like $(x,y,z)$, so (1) holds with $x\to r$ and $y\to\theta$. By symmetry $E_\theta$ does not depend on $\theta$. The integral of a steady field around a closed circle vanishes, so $2\pi rE_\theta=0$ and $E_\theta=0$. There is no edge on which charge could collect to build a Hall field. Then

$$0=\rho_0(j_\theta+sj_r)\;\Rightarrow\;j_\theta=-sj_r,$$

$$E_r=\rho_0(j_r-sj_\theta)=\rho_0(1+s^2)\,j_r .$$

The current $I$ crosses every circle, so $j_r=I/(2\pi rt)$. The voltage between the contacts is

$$V=\int_a^bE_r\,dr=\frac{\rho_0(1+s^2)I}{2\pi t}\int_a^b\frac{dr}{r},$$

and therefore

$$R(B)=\frac{\rho_0\ln(b/a)}{2\pi t}\,\left[1+(\mu B)^2\right]. \tag{3}$$

The current runs in spirals that make an angle $\arctan(\mu B)$ with the radius. At fixed $I$ the radial part of the current is unchanged, and a circulating part of relative size $\mu B$ is added to it. By (2) the heat then grows by the factor $j^2/j_r^2=1+s^2$. The extra resistance is the heat of the circulating current.

The growth is even in $B$. It is quadratic from the start and does not saturate in this model. At $\mu B=1$ the resistance has doubled. Carriers complete on average $\mu B/2\pi$ cyclotron turns between collisions. When this number is large, the quantisation into Landau levels can still be neglected if their spacing $\hbar|q|B/m$ is well below the thermal energy, which then smears the levels out.

## 5. Discs of other shapes

The circular shape is not essential. Write $\mathbf E=-\nabla\Phi$. From section 2,

$$\nabla\cdot\mathbf j=\sigma_{xx}\nabla\cdot\mathbf E+\sigma_{xy}(\partial_xE_y-\partial_yE_x)=\sigma_{xx}\nabla\cdot\mathbf E ,$$

because the curl of $\mathbf E$ vanishes. Charge conservation then gives $\nabla^2\Phi=0$. If the whole boundary of the film consists of two closed contacts, $\Phi$ is fixed on the whole boundary. At a given voltage $\Phi$ is then the same at every $B$.

The current density through a contact with unit normal $\mathbf n$ is

$$\mathbf j\cdot\mathbf n=\sigma_{xx}E_n+\sigma_{xy}(E_yn_x-E_xn_y).$$

The last bracket is the field component along the contact, which is zero on an equipotential. The total current at fixed voltage is thus proportional to $\sigma_{xx}$, and $R(B)/R(0)=\sigma_0/\sigma_{xx}=1+s^2$ for any shape of ring, such as one with an off-centre inner contact.

A free edge changes this. There $\mathbf j\cdot\mathbf n=0$ requires $E_n=-sE_{\parallel}$, where $E_\parallel=E_yn_x-E_xn_y$ is the field along the edge. This condition contains $B$, so the potential has to change with field.

## 6. How long is a long bar?

Near a current contact the bar resembles the disc, because the metal suppresses the Hall field. At the contact $x=0$ we have $E_y=0$, and (1) gives $j_y=-sj_x$. The sideways current must die out along the bar.

**The current pattern.** Insert (1) into the condition that $\mathbf E$ has no curl:

$$0=\partial_xj_y-\partial_yj_x+s(\partial_xj_x+\partial_yj_y)=\partial_xj_y-\partial_yj_x .$$

The current has neither divergence nor curl, so each component obeys Laplace's equation. Let $j_0=I/(Wt)$ and $k_n=n\pi/W$, where $n$ now counts terms of a series. To first order in $s$, $j_y$ equals $-sj_0$ at $x=0$, vanishes at both edges, and decays with $x$. On $0<y<W$ the number 1 has the sine series $\sum_{\rm odd}(4/n\pi)\sin k_ny$. Hence

$$j_y=-sj_0\sum_{n\ \rm odd}\frac{4}{n\pi}\sin(k_ny)\,e^{-k_nx}.$$

The change $\delta j_x=j_x-j_0$ follows from $\partial_y\delta j_x=\partial_xj_y$:

$$\delta j_x=-sj_0\sum_{n\ \rm odd}\frac{4}{n\pi}\cos(k_ny)\,e^{-k_nx}.$$

Zero divergence allows at most an added constant, and the fixed total current makes that constant zero. The series for $\delta j_x$ grows logarithmically towards the two corners of the contact. The first-order form fails very close to them, but its square can be integrated, which is all that is needed below.

**The Hall voltage near a contact.** Integrate $E_y=\rho_0(j_y+sj_x)$ over the width. The total current gives $\int j_x\,dy=Wj_0$, and for odd $n$ the sine gives $\int_0^W\sin(k_ny)\,dy=2W/(n\pi)$. So

$$\int_0^WE_y\,dy=\rho_0sj_0W\left[1-\sum_{n\ \rm odd}\frac{8}{n^2\pi^2}e^{-n\pi x/W}\right].$$

At $x=0$ the sum is 1 and the Hall voltage vanishes, as it must on metal. The loss relative to the full Hall voltage is 17% at $x=W/2$, 3.5% at $x=W$ and 0.15% at $x=2W$. These figures hold to first order in $\mu B$, with the other contact far away.

**The two-terminal resistance.** The power $IV$ supplied at the contacts equals the heat (2) in the film:

$$IV=\rho_0t\int\!\!\int\left(j_0^2+2j_0\,\delta j_x+\delta j_x^2+j_y^2\right)dx\,dy .$$

The term linear in $\delta j_x$ vanishes at every $x$, because the total current is fixed. The last two terms are of order $s^2$, so the first-order currents suffice. Over the width, different $n$ are orthogonal, and $\sin^2$ and $\cos^2$ each integrate to $W/2$. One end therefore contributes

$$s^2j_0^2\sum_{n\ \rm odd}\frac{16}{n^2\pi^2}\,W\int_0^\infty e^{-2k_nx}dx
=s^2j_0^2\sum_{n\ \rm odd}\frac{16}{n^2\pi^2}\,\frac{W^2}{2n\pi}
=s^2j_0^2W^2\,\frac{8}{\pi^3}\sum_{n\ \rm odd}\frac1{n^3}.$$

The sum over odd $n$ is the full sum $\zeta(3)$ less its even terms $\zeta(3)/8$, that is $7\zeta(3)/8$. The other end contributes the same, since turning the bar by $180^\circ$ in its plane exchanges the ends. Dividing by the uniform term $j_0^2LW$ gives

$$\frac{R(B)}{R(0)}=1+\frac{14\,\zeta(3)}{\pi^3}\,\frac WL\,(\mu B)^2,\qquad \frac{14\,\zeta(3)}{\pi^3}=0.543, \tag{4}$$

for $L\gg W$ and small $\mu B$. The growth belongs to the ends, and its share falls as $W/L$.

At larger fields the bar can be solved numerically. A finite-element solution of $\nabla\cdot\mathbf j=0$ for $L=6W$ and $\mu B=1$ gives a two-terminal factor of 1.07. Probes placed $2W$ from each contact give 1.000 in the same solution, while the disc factor at this field is 2. Symmetric placement helps here. Along an edge the leading part of $\delta j_x$ is odd in $s$, and the contributions of the two ends cancel for probes placed symmetrically. Probes at $2W$ and $3W$ from one contact give 0.9995 or 1.0005, depending on the direction of the field.

## 7. When the relaxation time depends on energy

Suppose $\tau$ varies with carrier energy $\varepsilon$ in a parabolic band. The magnetic field turns velocities at the rate $\omega=qB/m$ without changing the energy. Each energy shell then obeys the drift law with its own $\tau(\varepsilon)$. The electric field drives a shell in proportion to $-\partial f_0/\partial\varepsilon$, where $f_0$ is the Fermi function. Its share of the current also contains the density of states, proportional to $\varepsilon^{1/2}$, and the mean of $v_x^2$, proportional to $\varepsilon$. Averages $\langle\cdot\rangle$ are therefore taken with the weight $\varepsilon^{3/2}(-\partial f_0/\partial\varepsilon)$, normalised to 1:

$$\sigma_{xx}=\frac{nq^2}{m}\left\langle\frac{\tau}{1+\omega^2\tau^2}\right\rangle,\qquad
\sigma_{xy}=\frac{nq^2}{m}\left\langle\frac{\omega\tau^2}{1+\omega^2\tau^2}\right\rangle .$$

Now let $\mu=|q|\langle\tau\rangle/m$, $s=\omega\langle\tau\rangle$, $T_2=\langle\tau^2\rangle/\langle\tau\rangle^2$ and $T_3=\langle\tau^3\rangle/\langle\tau\rangle^3$. To second order in $s$, $\sigma_{xx}=\sigma_0(1-T_3s^2)$, and to first order $\sigma_{xy}=\sigma_0T_2s$. The disc has

$$\frac{R(B)}{R(0)}=\frac{\sigma_0}{\sigma_{xx}}=1+T_3(\mu B)^2 .$$

In the long bar $j_y=\sigma_{xx}E_y-\sigma_{xy}E_x=0$ gives $E_y=(\sigma_{xy}/\sigma_{xx})E_x$. Hence $j_x=(\sigma_{xx}+\sigma_{xy}^2/\sigma_{xx})E_x$ and

$$\frac{R(B)}{R(0)}=\frac{1}{1-T_3s^2+T_2^2s^2}=1+(T_3-T_2^2)(\mu B)^2 .$$

The Cauchy–Schwarz inequality $\langle\tau^{1/2}\tau^{3/2}\rangle^2\le\langle\tau\rangle\langle\tau^3\rangle$ shows that $T_3\ge T_2^2$, with equality for constant $\tau$. A single Hall field can balance the magnetic force on average, but not for every shell when the shells drift at different speeds. A flat bar resistance thus needs $\tau$ to be the same over the range of energies that the weight samples. In a strongly degenerate gas this range is narrow and the bar's growth is small. In a non-parabolic band the quantity that must not vary is $\tau/m$.

## 8. Worked example

Take rough typical values for a crystallised hydrogen-doped indium oxide film at 300 K: $\mu=100$ cm²/Vs, $n=1.5\times10^{20}$ cm⁻³, $m=0.2$ electron masses and $t=100$ nm. The field is 9 T and the current is 1 mA. The conductivity $ne\mu$ is 2403 S/cm, which gives a sheet resistance $\rho_0/t=41.61$ Ω. With $\mu=0.01$ m²/Vs,

$$\mu B=0.01\times9=0.090,\qquad(\mu B)^2=0.0081 .$$

**Disc**, with $a=200$ µm and $b=400$ µm:

$$R(0)=41.61\times\frac{\ln2}{2\pi}=4.590\ \Omega,\qquad R(9\,\mathrm T)=4.590\times1.0081=4.627\ \Omega .$$

The growth is 0.81%, or 37 µV at 1 mA. The current leaves the radial direction by 5.1°.

**Bar**, with $W=200$ µm, $L=2000$ µm and probes 1000 µm apart:

$$R=41.61\times\frac{1000}{200}=208\ \Omega$$

with and without field. The Hall voltage has the size 3.74 mV. Read at its current contacts, the bar grows by $0.543\times0.1\times0.0081$, or 0.044%, which is about one eighteenth of the disc's growth.

## 9. The model beside real films

The figures below take the band as parabolic with the rough mass of the example. The conduction band of real indium oxide is non-parabolic at this filling, which raises the mass at the Fermi level and can shift the relaxation time, Fermi energy and Landau spacing by tens of percent at most. The relaxation time of the example film is 11 fs. Its Fermi energy is 0.515 eV against a thermal energy of 26 meV, so the carriers are strongly degenerate and sample a narrow range of energies. Even a steep law $\tau\propto\varepsilon^{3/2}$, averaged numerically, gives the ideal bar a growth of just 0.015% and moves the disc from 0.81% to 0.85%.

Real contacts have resistance. Under a wide metal contact of resistivity $\rho_c$ (in Ω cm²) the current passes into the film within a length $\lambda=\sqrt{\rho_c t/\rho_0}$. This adds about $(\rho_0/t)\,\lambda\,(1/a+1/b)/2\pi$ to the disc. For a rough $\rho_c=10^{-6}$ Ω cm² this is 0.077 Ω. The film under the metal also has $E_\theta=0$, so its radial resistivity is $\rho_0(1+s^2)$. For a fixed $\rho_c$ the added resistance then grows only by the factor $\sqrt{1+s^2}$, more slowly than that of the ring, and the measured growth drops to 0.80%. A mobility read from the disc as $\sqrt{\Delta R/R(0)}/B$ would be less than 1% low from this cause, and, from the steep law for $\tau$, about 3% above the drift mobility $|q|\langle\tau\rangle/m$, or about 1% above the Hall mobility $T_2\mu$.

The Landau spacing is 5.2 meV, below the thermal energy. The mean free path $l$ is 11 nm, about a tenth of the thickness, so scattering at the surfaces is modest. Interference of electron waves matters more at low temperature. Its scale, $e^2/(2\pi^2\hbar l)$, is 0.5% of the conductivity, comparable with the disc's whole growth. This is an order of magnitude, not a prediction. Loss of phase coherence weakens the effect on warming, by an amount not computed here. Grain boundaries also break the assumed uniformity, and their effect is not sized here.

For an amorphous In-Ga-Zn oxide film with roughly 10 cm²/Vs and $10^{19}$ cm⁻³, formula (3) gives a growth of 0.008% at 9 T. The same numbers give $k_Fl=\hbar k_F^2\mu/e=0.3$, with $k_F=(3\pi^2n)^{1/3}$. A value of $k_Fl$ below 1, that is a mean free path far shorter than the electron's wavelength, contradicts the picture of free flights between collisions, so for such a film even the small predicted growth should not be relied on.
